# Semicore states in PAW at a fixed number of partial waves

**The argument under comment**

The argument concerns a projector augmented-wave (PAW) dataset with two partial waves in the s channel. Its author compares two choices. The first keeps the semicore level in the frozen core and places the waves at the valence level and at a higher energy. The second treats the semicore level as valence and places one wave there and one at the valence level. The reasoning is: "Freezing a state is an approximation. The second dataset freezes less. It is therefore at least as accurate, at every energy of interest."

The premise is sound, but the conclusion does not follow. A PAW dataset makes two separate approximations: some states are frozen, and the all-electron solutions inside a sphere are represented by a finite set of partial waves. The second choice relaxes the first approximation and alters the other. What has to be asked is how the scattering of the dataset depends on where its waves are placed.

**Setting and conventions**

I use hartree atomic units, a non-relativistic s channel and real radial functions \(u(r)=rR(r)\), with \(T=-\tfrac12 d^2/dr^2\). The potential \(v(r)\) is held fixed, so there is no error from a core that fails to relax. This removes the main benefit of semicore treatment and isolates the quality of the partial-wave representation. Brackets denote integrals from 0 to the sphere radius \(r_c\).

The all-electron partial waves are regular solutions at chosen reference energies,
\[
(T+v-\varepsilon_i)\phi_i=0,\qquad i=1,\dots,N .
\]
Each has a smooth partner \(\tilde\phi_i\) that matches its value and first three derivatives at \(r_c\). A smooth local potential \(\tilde v\) joins \(v\) at \(r_c\), and beyond \(r_c\) the smooth and all-electron equations coincide. Define
\[
\chi_i=(T+\tilde v-\varepsilon_i)\tilde\phi_i,\qquad
B_{ij}=\langle\tilde\phi_i|\chi_j\rangle,\qquad
p_i=\sum_j\chi_j(B^{-1})_{ji},
\]
assuming that \(B\) is invertible. The projectors \(p_i\) are dual to the smooth waves:
\[
\langle p_i|\tilde\phi_k\rangle
=\sum_j(B^{-1})_{ji}\langle\chi_j|\tilde\phi_k\rangle
=\sum_jB_{kj}(B^{-1})_{ji}=\delta_{ik}.
\]

The augmentation restores the overlaps and Hamiltonian matrix elements lost by smoothing:
\[
q_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle,
\]
\[
D_{ij}=\langle\phi_i|T+v|\phi_j\rangle-\langle\tilde\phi_i|T+\tilde v|\tilde\phi_j\rangle .
\]
In the first term of \(D_{ij}\), \((T+v)\phi_j=\varepsilon_j\phi_j\). In the second, \((T+\tilde v)\tilde\phi_j=\chi_j+\varepsilon_j\tilde\phi_j\). Hence
\[
D_{ij}=\varepsilon_jq_{ij}-B_{ij}.
\]

The symmetry of \(D\) is needed below and is not obvious from this form. Integrating the kinetic term by parts twice gives
\[
B_{ij}-B_{ji}=-\tfrac12\left[\tilde\phi_i\tilde\phi_j'-\tilde\phi_j\tilde\phi_i'\right]_{r_c}
+(\varepsilon_i-\varepsilon_j)\langle\tilde\phi_i|\tilde\phi_j\rangle .
\]
There is no contribution from \(r=0\), where the functions vanish. For the all-electron waves the same manipulation gives
\[
0=-\tfrac12\left[\phi_i\phi_j'-\phi_j\phi_i'\right]_{r_c}
+(\varepsilon_i-\varepsilon_j)\langle\phi_i|\phi_j\rangle .
\]
The surface terms are equal because values and slopes match. Subtracting the second line from the first leaves \(B_{ij}-B_{ji}=(\varepsilon_j-\varepsilon_i)q_{ij}\). Since \(q\) is symmetric,
\[
D_{ij}-D_{ji}=(\varepsilon_j-\varepsilon_i)q_{ij}-(B_{ij}-B_{ji})=0 .
\]

**What one partial wave secures**

At energy \(E\) the smooth solution \(\tilde\psi_E\) obeys
\[
(T+\tilde v-E)\tilde\psi_E+\sum_{ij}p_i(D_{ij}-Eq_{ij})\langle p_j|\tilde\psi_E\rangle=0 .
\]
Insert \(\tilde\phi_k\) at \(E=\varepsilon_k\). The first term is \(\chi_k\). By duality the sum over \(j\) keeps \(j=k\), and the second term becomes
\[
\sum_ip_i(D_{ik}-\varepsilon_kq_{ik})=-\sum_ip_iB_{ik}
=-\sum_j\chi_j\sum_i(B^{-1})_{ji}B_{ik}=-\chi_k .
\]
The two cancel, so \(\tilde\phi_k\) is a solution. As it has the value and slope of \(\phi_k\) at \(r_c\), the PAW logarithmic derivative is correct at \(\varepsilon_k\).

More is true. Let \(u_E\) be the regular all-electron solution, and scale both solutions so that \(u_E(r_c)=\tilde\psi_E(r_c)=1\). Their slopes at \(r_c\) are then the logarithmic derivatives \(L(E)\) and \(L_{\rm PAW}(E)\). Multiply the equation for \(u_E\) by \(\phi_k\), that for \(\phi_k\) by \(u_E\), subtract and integrate:
\[
-\tfrac12\left[\phi_ku_E'-u_E\phi_k'\right]_{r_c}=(E-\varepsilon_k)\langle\phi_k|u_E\rangle .
\]
Do the same with \(\tilde\psi_E\) and \(\tilde\phi_k\). The terms in \(D\) cancel because \(D\) is symmetric, and those in \(q\) join the overlap operator \(S=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j|\):
\[
-\tfrac12\left[\tilde\phi_k\tilde\psi_E'-\tilde\psi_E\tilde\phi_k'\right]_{r_c}
=(E-\varepsilon_k)\langle\tilde\phi_k|S|\tilde\psi_E\rangle .
\]
Subtract the first result from the second. The terms containing \(\phi_k'\) and \(\tilde\phi_k'\) cancel at \(r_c\), and after a change of sign
\[
\tfrac12\phi_k(r_c)\left[L_{\rm PAW}(E)-L(E)\right]
=(\varepsilon_k-E)\left[\langle\tilde\phi_k|S|\tilde\psi_E\rangle-\langle\phi_k|u_E\rangle\right].
\]

One factor \(\varepsilon_k-E\) is explicit. A second is hidden in the bracket. At \(E=\varepsilon_k\) the scaled solutions are \(\tilde\phi_k/\phi_k(r_c)\) and \(\phi_k/\phi_k(r_c)\), so the bracket equals
\[
\frac{\langle\tilde\phi_k|\tilde\phi_k\rangle+q_{kk}-\langle\phi_k|\phi_k\rangle}{\phi_k(r_c)}=0
\]
by the definition of \(q_{kk}\). If \(\phi_k(r_c)\neq0\) and the scaled solutions vary smoothly with energy near \(\varepsilon_k\), the bracket is at least linear in \(E-\varepsilon_k\), and the error in \(L\) is at least quadratic. This applies to every wave in the set. Away from poles of the logarithmic derivatives,
\[
L_{\rm PAW}(E)-L(E)=C(E)\prod_{i=1}^{N}(E-\varepsilon_i)^2 ,
\]
with \(C(E)\) finite at the reference energies. Each partial wave thus buys one double zero of the scattering error, at its own reference energy.

**Where the argument fails**

Write \(\varepsilon_s\), \(\varepsilon_v\) and \(\varepsilon_u\) for the semicore, valence and upper reference energies. For the two datasets the product is
\[
(E-\varepsilon_v)^2(E-\varepsilon_u)^2\qquad\text{or}\qquad(E-\varepsilon_s)^2(E-\varepsilon_v)^2 .
\]
The author's change moves a double zero from \(\varepsilon_u\) down to \(\varepsilon_s\). The ratio of the second product to the first is
\[
Z(E)=\left(\frac{E-\varepsilon_s}{E-\varepsilon_u}\right)^2 .
\]
It exceeds one when \(E\) is nearer to \(\varepsilon_u\) than to \(\varepsilon_s\), that is, for \(E>(\varepsilon_s+\varepsilon_u)/2\). It diverges at \(\varepsilon_u\), where one dataset is correct and the other in general is not. It tends to one far above both energies, where the placement of the zeros no longer distinguishes the sets.

A deep semicore level gives a simple limit. Over an energy window much narrower than its distance from \(\varepsilon_s\), the factor \((E-\varepsilon_s)^2\) is nearly constant. The semicore wave then supplies no zero in the window and hardly changes the shape of the product there. It can still change the size of the error through \(C(E)\).

That prefactor limits what can be concluded. It depends on the whole dataset, and nothing above bounds its ratio between two sets. The double zeros show what is lost near \(\varepsilon_u\), but they do not prove that the semicore set is worse at every energy or for every recipe. The size of the loss has to be computed.

**A model with one semicore and one valence level**

Take
\[
v(r)=-\frac{1+2e^{-2r}}{r}
\]
inside a hard wall at 10 bohr, which turns the continuum into discrete levels and pushes up the weakly bound levels of the Coulomb tail. The two lowest s levels lie at \(-1.944\) and \(-0.200\) hartree and play the semicore and valence roles. The upper reference energy is \(0.5\) hartree, and the midpoint above which \(Z>1\) is
\[
\tfrac12(-1.944+0.5)=-0.722\ \text{hartree}.
\]
The valence level and everything above it lie on the unfavourable side for the semicore set.

Both sets use the same radius and pseudization. Each smooth wave is \(r\) times a cubic polynomial in \(r^2\), whose four coefficients are fixed by the four matching conditions. The local potential is a quadratic polynomial in \(r^2\) that matches \(v\) and its first two derivatives. A recipe was accepted if these two sets and a three-wave set all had a positive overlap operator and the correct number of levels below 0.90 hartree. Accuracy was not a criterion. Radii were tried in order of distance from 2.0 bohr. With this pseudization, 2.0, 1.9, 2.1 and 1.8 bohr were rejected, in that order, and 2.2 bohr was accepted. At each rejected radius it was the valence-plus-upper set that failed, while the other two sets passed.

Since \(L\) has poles, I measure the error by the angle \(\eta=\arctan(r_cL)\), defined modulo \(\pi\). The formula for the tangent of a difference gives
\[
\tan\Delta\eta=\frac{r_c(L_{\rm PAW}-L)}{1+r_c^2L_{\rm PAW}L},\qquad
\Delta\eta=\eta_{\rm PAW}-\eta ,
\]
so \(\Delta\eta\) inherits the double zeros, with a prefactor of its own. In the table, \(\rho\) is the magnitude of the semicore-set error divided by that of the other set. The last column is therefore the ratio of the prefactors.

| \(E\) (hartree) | valence + upper (mrad) | semicore + valence (mrad) | \(\rho\) | \(Z\) | \(\rho/Z\) |
|---|---|---|---|---|---|
| 0.00 | −0.62 | 7.3 | 12 | 15 | 0.79 |
| 0.25 | −0.71 | 31 | 44 | 77 | 0.57 |
| 0.75 | −1.22 | 38 | 31 | 116 | 0.27 |
| 1.00 | −7.7 | 42 | 5.4 | 35 | 0.16 |

At 0.75 hartree, for example,
\[
Z=\left(\frac{0.75+1.944}{0.75-0.5}\right)^2\approx116,\qquad
\rho=\frac{38.12}{1.222}\approx31 .
\]
The lost double zero alone would make the error 116 times larger. A smaller prefactor recovers part of this and leaves a factor of 31. At all four energies the prefactor favours the semicore set, by an amount that grows with energy, but it does not compensate for the lost zero. This holds inside the window only. Above it the valence-plus-upper set of this recipe has a spurious level near 1.45 hartree, beyond the limit of the level count, and at 1.5 hartree its angle error has a magnitude of 294 mrad against 55 mrad for the semicore set.

The root-mean-square angle error over 21 equally spaced energies from 0 to 1 hartree is 2.4 mrad for valence plus upper and 33.8 mrad for semicore plus valence, a ratio of 13.8. One of the sampled energies is the upper reference itself, where the first set has no error by construction. The table shows that its advantage is not confined to that point.

The numerical output also gives the factor by which the error falls when the distance to a reference energy is halved. The four values lie between 3.999 and 4.066, where a quadratic error gives 4. Errors at equal distances above and below the reference were added first, so a linear term would have cancelled. These ratios confirm that the error vanishes at the reference and that its even part is quadratic, but they cannot exclude a linear part. That rests on the identity derived above, which was tested separately at 0.2 hartree. The table agrees with it: the valence-plus-upper error is negative at both 0.25 and 0.75 hartree, as expected if the zero at 0.5 hartree between them is double. A simple zero there would reverse the sign, unless another sign change intervened.

**From scattering to energy levels**

An error in \(L\) matters because it moves levels. Let \(u\) be an all-electron level at energy \(E_0\), normalized over the whole region within the wall. Applying the all-electron Wronskian relation to two neighbouring energies gives, inside the sphere,
\[
\frac{dL}{dE}=-\frac{2}{u(r_c)^2}\int_0^{r_c}u^2\,dr .
\]
For the outer solution, which vanishes at the wall, \(r_c\) is the lower limit of integration and the sign reverses:
\[
\frac{dL_{\rm out}}{dE}=+\frac{2}{u(r_c)^2}\int_{r_c}^{\rm wall}u^2\,dr .
\]
A PAW level at \(E_0+\delta E\) satisfies \(L_{\rm PAW}=L_{\rm out}\). Write \(\Delta L=L_{\rm PAW}(E_0)-L(E_0)\) and expand to first order, replacing the slope of \(L_{\rm PAW}\) by that of \(L\):
\[
L+\frac{dL}{dE}\delta E+\Delta L=L_{\rm out}+\frac{dL_{\rm out}}{dE}\delta E .
\]
At \(E_0\) the inner and outer values agree, and the two integrals add up to the norm, which is one. Therefore
\[
\delta E\simeq\tfrac12u(r_c)^2\,\Delta L .
\]
A small positive error in \(L\) raises a level and a negative one lowers it, with a weight set by the amplitude at the sphere boundary.

Diagonalizing the PAW problem within the wall shows this pattern. For the three levels above the valence level, the shifts relative to the all-electron levels of the same potential are:

| level (hartree) | valence + upper (mhartree) | semicore + valence (mhartree) |
|---|---|---|
| −0.005 | −0.020 | 0.23 |
| 0.266 | −0.043 | 2.15 |
| 0.653 | −0.110 | 9.80 |

The signs are those of the angle errors in the previous table. The first-order formula reproduces the small shifts closely, but gives 8.9 in place of 9.8 mhartree for the largest. The largest shift is 0.11 mhartree (3.0 meV) for the first set and 9.8 mhartree (267 meV) for the second, a ratio of about 89. Both sets reproduce the valence level to the printed precision. Agreement at that level therefore cannot reveal the difference, because both sets have a reference energy there.

**What the semicore wave does contribute**

It would be wrong to answer the author by calling the semicore wave useless above the valence level. With the valence wave alone, the root-mean-square angle error is 72.7 mrad. Adding either second wave reduces it:
\[
\frac{72.7}{33.8}\approx2.2\quad\text{(semicore wave)},\qquad
\frac{72.7}{2.44}\approx30\quad\text{(upper wave)} .
\]
In this recipe the semicore wave lowers the error in the scattering window too. The double-zero argument does not predict this, and the single-wave comparison was not repeated for other recipes. It helps far less than a wave placed in the window. The degradation is relative to the best use made here of the second wave, not to having no second wave.

The semicore set also does something the other set cannot: it describes the semicore level itself, which it reproduces to the printed precision. In a self-consistent calculation that level could then respond to its surroundings. Where this response matters, the gain may outweigh the scattering loss. The fixed potential used here says nothing about that balance.

The conflict disappears if the number of waves is not held fixed. With waves at all three energies, the error product contains all three double zeros. The root-mean-square angle error falls to 0.05 mrad and the largest conduction-level shift to 0.003 mhartree, while the semicore level is still treated. The cost is one more projector in the channel, and the enlarged dataset needs its own check of the overlap operator and the level count.

**How far the example carries**

The comparison was repeated for 90 recipes: ten radii from 1.5 to 2.4 bohr, zero to two extra polynomial terms in the smooth waves, and three shapes of the local potential. Of these, 38 were accepted. In all 52 rejected recipes the valence-plus-upper set failed the test of the overlap operator or the level count, whereas the semicore set passed in all 90. On this grid the set without the semicore wave was thus the more fragile one. The upper wave is not the sole cause: the three-wave set, which contains it, also passed in all 90 recipes, and the valence wave alone failed in 67. The accuracy of the two sets is compared only where both passed. The semicore set had the larger root-mean-square scattering error in 35 of the 38 accepted recipes and did not in the other three. The ratio of the two errors ranged from 0.31 to 485, with a median of 56. These figures depend on the sampling: with 101 energies in place of 21 they become 0.40, 517 and about 60, while the count of 35 is unchanged.

The three exceptions do not come from sound datasets. They share a radius of 1.8 bohr and two extra polynomial terms, and in each the valence-plus-upper set has a spurious level between 0.92 and 0.94 hartree, where the all-electron problem has none. This lies just above the limit of the level count but inside the error window. The recipes were therefore accepted, and the large errors near the spurious level dominate their averages. The lesson is that a level count should extend beyond the energy range in which the dataset will be used. In the other 35 accepted recipes the semicore set is worse between 0 and 1 hartree. Six of them, including the example above, fail the level count when it is extended to 1.45 hartree; in the remaining 29 the ratio runs from 10 to 485. This does not prove that the semicore set must be worse in every recipe, because the ratio of the prefactors is not bounded. The counts describe this grid of recipes for one model potential and are not a frequency for datasets in general.

Two further conditions limit the result. The comparison holds \(r_c\) fixed. If the radius is reduced when the semicore state is included, the prefactor changes as well, and any improvement must not be credited to the semicore state alone. The count \(N\) also refers to a single angular-momentum channel: a semicore s level competes for waves with the s scattering, not with that of the p or d channel.

**Recommendation**

The conclusion should be replaced by a conditional one. Treating a semicore state as valence removes the error of freezing it. If the number of partial waves in its channel stays the same, it also removes a reference energy from the region above the valence level, and the scattering there may become much worse. The author should either add a wave or show logarithmic derivatives over the whole energy range in which the dataset will be used.

## Computed values

```
hard-wall radius: 10.0 bohr
semicore level: -1.94393 hartree
valence level: -0.19980 hartree
upper reference energy: 0.50 hartree
sphere radius: 2.2 bohr
extra polynomial terms: 0; local bump: 0.0 hartree
level-count limit: 0.9011 hartree
error ratio when distance to reference is halved (law: 4):
  valence+upper, at -0.1998 hartree: 3.999
  valence+upper, at 0.5000 hartree: 4.004
  semicore+valence, at -1.9439 hartree: 4.066
  semicore+valence, at -0.1998 hartree: 4.018
angle error in mrad: valence+upper | semicore+valence | three waves
  E = 0.00 hartree: -0.6178 | 7.3469 | 0.0198
  E = 0.25 hartree: -0.7054 | 31.1095 | 0.0221
  E = 0.75 hartree: -1.2221 | 38.1165 | 0.0301
  E = 1.00 hartree: -7.7144 | 41.5889 | 0.1400
rms angle error, 0 to 1 hartree:
  valence+upper: 2.4399 mrad
  semicore+valence: 33.7686 mrad
  three waves: 0.0491 mrad
  valence wave alone: 72.7316 mrad (ghost-free: True)
rms ratio semicore+valence / valence+upper: 13.84
level errors in mhartree, same order of sets (nan: not treated):
  level 1 at -1.94393 hartree: nan | 0.0000 | 0.0000
  level 2 at -0.19980 hartree: 0.0000 | 0.0000 | 0.0000
  level 3 at -0.00488 hartree: -0.0195 | 0.2284 | 0.0006
  level 4 at 0.26647 hartree: -0.0434 | 2.1507 | 0.0014
  level 5 at 0.65309 hartree: -0.1099 | 9.7965 | 0.0029
largest conduction-level error:
  valence+upper: 0.1099 mhartree = 2.990 meV
  semicore+valence: 9.7965 mhartree = 266.576 meV
  three waves: 0.0029 mhartree = 0.079 meV
recipes tried: 90; accepted: 38
accepted recipes where semicore set is worse: 35
rms ratio over accepted recipes: min 0.31, median 55.63, max 485.02
```
